# Radiation patterns of vector spherical harmonics for l = 1 and 2: a numerical check

```python
# Result under test: X_lm = L Y_lm / sqrt(l(l+1)), L = -i r x grad, has
# the angular patterns listed in 'table' below, and for each l the sum
# over m of |X_lm|^2 equals (2l+1)/(4 pi).
# Y_lm: orthonormal harmonics with Condon-Shortley phase.
# x, y, z: Cartesian coordinates; on the unit sphere z = cos(theta).
# Patterns are per steradian and integrate to one over the sphere.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.optimize import minimize_scalar
from scipy.special import spherical_jn, spherical_yn

x, y, z = sp.symbols("x y z", real=True)
pi = sp.pi

# Solid harmonics r^l Y_lm as Cartesian polynomials
solid = {
    (1, 0): sp.sqrt(3 / (4 * pi)) * z,
    (1, 1): -sp.sqrt(3 / (8 * pi)) * (x + sp.I * y),
    (2, 0): sp.sqrt(5 / (16 * pi)) * (2 * z**2 - x**2 - y**2),
    (2, 1): -sp.sqrt(15 / (8 * pi)) * z * (x + sp.I * y),
    (2, 2): sp.sqrt(15 / (32 * pi)) * (x + sp.I * y)**2,
}
for l, m in list(solid):
    if m > 0:
        solid[l, -m] = (-1)**m * sp.conjugate(sp.expand(solid[l, m]))

# Check the explicit harmonics against an independent library
theta0, phi0 = 0.7, 0.4
point = {x: np.sin(theta0) * np.cos(phi0),
         y: np.sin(theta0) * np.sin(phi0), z: np.cos(theta0)}
for (l, m), poly in solid.items():
    library = complex(mp.spherharm(l, m, theta0, phi0))
    assert abs(complex(sp.N(poly.subs(point))) - library) < 1e-12


def apply_L(f):
    gx, gy, gz = [sp.diff(f, q) for q in (x, y, z)]
    return [sp.expand(-sp.I * comp) for comp in
            (y * gz - z * gy, z * gx - x * gz, x * gy - y * gx)]


def norm_squared(vector):
    return sp.expand(sum(sp.expand(v * sp.conjugate(v)) for v in vector))


def on_sphere(expr):
    reduced = sp.expand(expr).subs(y, sp.sqrt(1 - x**2 - z**2))
    return sp.simplify(sp.expand(reduced))


# L commutes with functions of r, so r^l can be set to one afterwards
X = {(l, m): [v / sp.sqrt(l * (l + 1)) for v in apply_L(poly)]
     for (l, m), poly in solid.items()}
pattern = {key: on_sphere(norm_squared(vec)) for key, vec in X.items()}

# Closed forms derived by hand with ladder operators
table = {
    (1, 0): 3 * (1 - z**2) / (8 * pi),
    (1, 1): 3 * (1 + z**2) / (16 * pi),
    (2, 0): 15 * z**2 * (1 - z**2) / (8 * pi),
    (2, 1): 5 * (1 - 3 * z**2 + 4 * z**4) / (16 * pi),
    (2, 2): 5 * (1 - z**4) / (16 * pi),
}
for (l, m), direct in pattern.items():
    assert sp.simplify(direct - table[l, abs(m)]) == 0
    assert sp.simplify(2 * pi * sp.integrate(direct, (z, -1, 1)) - 1) == 0
total = {l: sp.simplify(sum(pattern[l, m] for m in range(-l, l + 1)))
         for l in (1, 2)}
for l in (1, 2):
    assert sp.simplify(total[l] - sp.Rational(2 * l + 1, 4) / pi) == 0

# Ladder formula and isotropy for higher l, from angular derivatives


def abs_Y2(l, m, theta):
    if abs(m) > l:
        return 0.0
    return float(abs(mp.spherharm(l, m, theta, 0))**2)


for theta in (0.7, 1.9):
    for l in range(1, 6):
        direct_sum = 0.0
        for m in range(-l, l + 1):
            slope = mp.diff(lambda t: mp.spherharm(l, m, t, 0), theta)
            direct = (float(abs(slope)**2)
                      + m**2 * abs_Y2(l, m, theta) / np.sin(theta)**2)
            ladder = (0.5 * (l - m) * (l + m + 1) * abs_Y2(l, m + 1, theta)
                      + 0.5 * (l + m) * (l - m + 1) * abs_Y2(l, m - 1, theta)
                      + m**2 * abs_Y2(l, m, theta))
            assert abs(direct - ladder) < 1e-8
            direct_sum += direct / (l * (l + 1))
        assert abs(direct_sum - (2 * l + 1) / (4 * np.pi)) < 1e-8

# Radial energy flux of actual multipole fields, by finite-difference curls
k = 1.3
position = np.array([0.9, -0.7, 1.6])
step = 1e-3


def curl(field, p):
    d = [(field(p + step * e) - field(p - step * e)) / (2 * step)
         for e in np.eye(3)]
    return np.array([d[1][2] - d[2][1], d[2][0] - d[0][2],
                     d[0][1] - d[1][0]])


def scaled_flux(electric, p):
    r = np.linalg.norm(p)
    magnetic = curl(electric, p) / (1j * k)
    poynting = np.cross(electric(p), np.conj(magnetic)).real
    return (k * r)**2 * np.dot(p / r, poynting)


flux_error = 0.0
for (l, m), vec in X.items():
    vec_function = sp.lambdify((x, y, z), vec, "numpy")

    def magnetic_type(p, l=l, f=vec_function):
        r = np.linalg.norm(p)
        hankel = spherical_jn(l, k * r) + 1j * spherical_yn(l, k * r)
        return hankel * np.array(f(*p), dtype=complex) / r**l

    def electric_type(p, field=magnetic_type):
        return curl(field, p) / k

    cosine = position[2] / np.linalg.norm(position)
    expected = float(table[l, abs(m)].subs(z, cosine))
    for field in (magnetic_type, electric_type):
        error = abs(scaled_flux(field, position) - expected)
        flux_error = max(flux_error, error)
# second-order differences with step 1e-3 leave errors well below 1e-4
assert flux_error < 1e-4

# Extrema of two l=2 patterns, located numerically
f20 = sp.lambdify(z, pattern[2, 0], "numpy")
f21 = sp.lambdify(z, pattern[2, 1], "numpy")
opts = {"xatol": 1e-10}
peak = minimize_scalar(lambda t: -f20(np.cos(t)), bounds=(0.1, 1.5),
                       method="bounded", options=opts)
dip = minimize_scalar(lambda t: f21(np.cos(t)), bounds=(0.1, 1.5),
                      method="bounded", options=opts)
assert abs(peak.x - np.pi / 4) < 1e-5
assert abs(dip.x - np.arccos(np.sqrt(3 / 8))) < 1e-5
assert abs(-peak.fun - 15 / (32 * np.pi)) < 1e-10
assert abs(dip.fun - 35 / (256 * np.pi)) < 1e-10

# Incoherent l=1 source with unequal weights
p_zero, p_plus, p_minus = sp.Rational(1, 2), sp.Rational(1, 4), sp.Rational(1, 4)
mixed = (p_zero * pattern[1, 0] + p_plus * pattern[1, 1]
         + p_minus * pattern[1, -1])
assert sp.simplify(mixed - 3 * (3 - z**2) / (32 * pi)) == 0
# Equal weights are not necessary for isotropic intensity at l=1
unequal = pattern[1, 0] / 3 + 2 * pattern[1, 1] / 3
assert sp.simplify(unequal - 1 / (4 * pi)) == 0

# Adding amplitudes instead of intensities
coherent = norm_squared([a + b for a, b in zip(X[1, 1], X[1, -1])])
assert on_sphere(coherent - 3 * (1 - y**2) / (4 * pi)) == 0
coherent_y = float(coherent.subs({x: 0, y: 1, z: 0}))
incoherent_y = float((pattern[1, 1] + pattern[1, -1]).subs(z, 0))

angles = [0, 30, 45, 60, 90]


def row(expr):
    return "  ".join(f"{float(expr.subs(z, sp.cos(sp.pi * a / 180))):.6f}"
                     for a in angles)


print("polar angles (degrees):", angles)
print("patterns |X_lm|^2 at these angles (1/sr):")
for l in (1, 2):
    for m in range(-l, l + 1):
        print(f"l={l} m={m:+d}: {row(pattern[l, m])}")
    print(f"l={l} sum over m: {row(total[l])}")
    print(f"l={l} value (2l+1)/(4 pi): {(2*l+1)/(4*np.pi):.6f} 1/sr")
print(f"l=2 m=0 maximum: angle {np.degrees(peak.x):.3f} degrees, "
      f"value {-peak.fun:.6f} 1/sr")
print(f"l=2 |m|=1 minimum: angle {np.degrees(dip.x):.3f} degrees, "
      f"value {dip.fun:.6f} 1/sr")
print(f"weights for l=1: p0={float(p_zero):.2f}, "
      f"p+1={float(p_plus):.2f}, p-1={float(p_minus):.2f}")
axis = float(mixed.subs(z, 1))
equator = float(mixed.subs(z, 0))
solid_angle = 0.01
print(f"weighted pattern on axis: {axis:.6f} 1/sr")
print(f"weighted pattern at equator: {equator:.6f} 1/sr")
print(f"equator/axis ratio: {equator/axis:.4f}")
print(f"small detector solid angle: {solid_angle:.2f} sr")
print(f"power fraction, detector on axis: {axis*solid_angle:.4e}")
print(f"power fraction, detector at equator: {equator*solid_angle:.4e}")
print(f"power fraction, isotropic source: {solid_angle/(4*np.pi):.4e}")
print(f"|X_11 + X_1,-1|^2 along y: {coherent_y:.6f} 1/sr")
print(f"|X_11|^2 + |X_1,-1|^2 along y: {incoherent_y:.6f} 1/sr")
print(f"flux test: k={k:.2f}, r={np.linalg.norm(position):.4f}, "
      f"kr={k*np.linalg.norm(position):.4f} (k and r in atomic units)")
print(f"largest flux-pattern error, both types: {flux_error:.1e} 1/sr")
print("all good")
```

Running it gives:

```
polar angles (degrees): [0, 30, 45, 60, 90]
patterns |X_lm|^2 at these angles (1/sr):
l=1 m=-1: 0.119366  0.104445  0.089525  0.074604  0.059683
l=1 m=+0: 0.000000  0.029842  0.059683  0.089525  0.119366
l=1 m=+1: 0.119366  0.104445  0.089525  0.074604  0.059683
l=1 sum over m: 0.238732  0.238732  0.238732  0.238732  0.238732
l=1 value (2l+1)/(4 pi): 0.238732 1/sr
l=2 m=-2: 0.000000  0.043519  0.074604  0.093255  0.099472
l=2 m=-1: 0.198944  0.099472  0.049736  0.049736  0.099472
l=2 m=+0: 0.000000  0.111906  0.149208  0.111906  0.000000
l=2 m=+1: 0.198944  0.099472  0.049736  0.049736  0.099472
l=2 m=+2: 0.000000  0.043519  0.074604  0.093255  0.099472
l=2 sum over m: 0.397887  0.397887  0.397887  0.397887  0.397887
l=2 value (2l+1)/(4 pi): 0.397887 1/sr
l=2 m=0 maximum: angle 45.000 degrees, value 0.149208 1/sr
l=2 |m|=1 minimum: angle 52.239 degrees, value 0.043519 1/sr
weights for l=1: p0=0.50, p+1=0.25, p-1=0.25
weighted pattern on axis: 0.059683 1/sr
weighted pattern at equator: 0.089525 1/sr
equator/axis ratio: 1.5000
small detector solid angle: 0.01 sr
power fraction, detector on axis: 5.9683e-04
power fraction, detector at equator: 8.9525e-04
power fraction, isotropic source: 7.9577e-04
|X_11 + X_1,-1|^2 along y: 0.000000 1/sr
|X_11|^2 + |X_1,-1|^2 along y: 0.119366 1/sr
flux test: k=1.30, r=1.9647, kr=2.5541 (k and r in atomic units)
largest flux-pattern error, both types: 6.1e-08 1/sr
all good
```
